# Localisation length from a two-dimensional Mott temperature

## The question

A disordered two-dimensional channel conducts by electrons hopping between localised states. From 50 to 200 K its low-bias sheet conductivity is fitted by

$$\sigma(T)=\sigma_0\exp\left[-\left(\frac{T_0}{T}\right)^{1/3}\right],\qquad T_0=1\times10^{5}\ \mathrm{K},$$

with $\sigma_0$ constant. The density of localised states near the Fermi level is $g=4\times10^{13}\ \mathrm{eV^{-1}cm^{-2}}$. These are round model parameters, not data from a sample.

The amplitude of a localised state falls as $\exp(-r/\xi)$, which defines the localisation length $\xi$. Energies $E_i$ are measured from the Fermi level. Sites are placed at random, their energies are independent of their positions, and $g$ is constant over the energies that matter. Each site holds at most one electron, and $g$ counts sites. Interactions between electrons are neglected until part (g).

## Part (a): one pair of sites

**Question.** Find the exponential factor in the conductance between two sites a distance $r$ apart, when all energies are large compared with $k_BT$.

**Answer.** Tunnelling depends on the square of an overlap amplitude proportional to $\exp(-r/\xi)$, so the rate carries $\exp(-2r/\xi)$.

Take $E_i<E_j$. A hop from $i$ to $j$ needs an occupied site $i$, an empty site $j$ and a phonon of energy $E_j-E_i$. For energies well above $k_BT$, the three corresponding factors are

$$f_i\simeq e^{-\max(E_i,0)/k_BT},\qquad 1-f_j\simeq e^{-\max(-E_j,0)/k_BT},\qquad N\simeq e^{-(E_j-E_i)/k_BT}.$$

Their product is $\exp(-E_{ij}/k_BT)$, with

$$E_{ij}=\max(E_i,0)+\max(-E_j,0)+E_j-E_i.$$

There are three cases:

- Both energies positive: $E_{ij}=E_i+E_j-E_i=E_j$.
- Both negative: $E_{ij}=-E_j+E_j-E_i=|E_i|$.
- $E_i<0<E_j$: $E_{ij}=E_j-E_i=|E_i|+|E_j|$.

One symmetric expression reproduces all three:

$$E_{ij}=\tfrac12\left(|E_i|+|E_j|+|E_i-E_j|\right).$$

In equilibrium the forward and backward rates have a common value $\Gamma$. A small difference $eU$ in electrochemical potential makes their ratio $\exp(eU/k_BT)$. To first order their difference is $\Gamma eU/k_BT$, the current is $e$ times this, and the conductance is

$$G_{ij}=\frac{e^2\Gamma}{k_BT}\propto\frac1T e^{-\eta_{ij}},\qquad \eta_{ij}=\frac{2r}{\xi}+\frac{E_{ij}}{k_BT}.$$

The exponential is the leading dependence. The factor $1/T$ returns in part (f).

## Part (b): from pairs to the channel

**Question.** Show that the network of such bonds gives the fitted temperature law, and relate $T_0$ to $g$ and $\xi$ up to a pure number.

**Answer.** The bond conductances spread over many decades. Insert bonds in order of increasing $\eta_{ij}$, the best conductors first. At first they form separate clusters, which carry no current across the sample. At a critical value $\eta_c$ a connected path first spans it. Current must use bonds with exponents near $\eta_c$, while much weaker bonds are bypassed. To leading exponential order, therefore, $\sigma\sim\exp(-\eta_c)$.

Consider the bonds with $\eta_{ij}<\eta$. Both terms in $\eta_{ij}$ are non-negative, so each is below $\eta$. The first gives

$$r<r_{\max}=\frac{\xi\eta}{2}.$$

For the second, $|E_i-E_j|\ge\big||E_i|-|E_j|\big|$ implies $E_{ij}\ge\max(|E_i|,|E_j|)$. Hence

$$|E_i|,|E_j|<E_{\max}=k_BT\eta.$$

Write $r=r_{\max}s$ and $E_i=E_{\max}\epsilon_i$. Dividing $\eta_{ij}<\eta$ by $\eta$ gives

$$s+\tfrac12\left(|\epsilon_i|+|\epsilon_j|+|\epsilon_i-\epsilon_j|\right)<1.$$

This condition contains no material parameter and no temperature. The one remaining parameter is the number of sites in the energy band $-E_{\max}<E<E_{\max}$ per area $r_{\max}^2$:

$$n=g\,(2E_{\max})\,r_{\max}^2
=g\,(2k_BT\eta)\frac{\xi^2\eta^2}{4}
=\frac{g k_BT\xi^2\eta^3}{2}.$$

In a large sample a spanning path appears at a fixed number $n=n_c$. Solving for the exponent,

$$\eta_c^3=\frac{2n_c}{gk_BT\xi^2}.$$

Comparison with $\eta_c=(T_0/T)^{1/3}$ gives

$$k_BT_0=\frac{\beta}{g\xi^2},\qquad \beta=2n_c.$$

The power $1/3$ comes from one factor of $\eta$ in the energy band and two in the area.

## Part (c): the localisation length

**Question.** Take $\beta=13.8$, a numerical result of percolation theory. Find $\xi$, and state how it depends on the inputs.

**Answer.** Multiplying the last relation by $\xi^2/(k_BT_0)$ and taking the positive root gives

$$\xi=\left(\frac{\beta}{k_BT_0g}\right)^{1/2}.$$

In SI units the density of states is

$$g=\frac{4\times10^{13}\times10^4}{1.602\times10^{-19}}
=2.497\times10^{36}\ \mathrm{J^{-1}m^{-2}}.$$

The factor $10^4$ converts $\mathrm{cm^{-2}}$ to $\mathrm{m^{-2}}$, and the denominator converts $\mathrm{eV^{-1}}$ to $\mathrm{J^{-1}}$. With $k_BT_0=1.381\times10^{-18}\ \mathrm J$,

$$\xi^2=\frac{13.8}{(1.381\times10^{-18})(2.497\times10^{36})}
=4.00\times10^{-18}\ \mathrm{m^2},$$

$$\xi=2.0\times10^{-9}\ \mathrm m=2.0\ \mathrm{nm}.$$

If the length were defined instead by a rate proportional to $\exp(-r/a)$, then $a=\xi/2=1.0$ nm would describe the same states.

Taking the logarithm of the formula and differentiating gives

$$\frac{d\xi}{\xi}=\frac12\left(\frac{d\beta}{\beta}-\frac{dT_0}{T_0}-\frac{dg}{g}\right).$$

A small relative error in an input is thus halved. For a large change the square root itself must be used: at fixed $T_0$, halving $g$ gives 2.83 nm and doubling it gives 1.41 nm. The first case applies if a quoted density counts two spin states for a site that can hold one electron.

## Part (d): is the prefactor right?

**Question.** A numerical calculation places random sites in a 300 nm square, with the given $g$ and the extracted $\xi$. It uses 12 samples with a mean of 11,819 sites each, between two metal electrodes. The critical exponents, with standard errors, are

| $T$ (K) | network $\eta_c$ | $(T_0/T)^{1/3}$ |
|---|---|---|
| 50 | $12.62\pm0.08$ | 12.60 |
| 100 | $10.05\pm0.09$ | 10.00 |
| 200 | $7.95\pm0.05$ | 7.94 |

What do these numbers establish? Compare $\beta$ with the estimate obtained by optimising a single hop.

**Answer.** A straight-line fit of $\ln\eta_c$ against $\ln T$ has slope $-0.333$, in agreement with $-1/3$. Inverting the relation of part (b) gives

$$\beta=\eta_c^3\,gk_BT\xi^2,$$

which yields 13.88, 14.02 and 13.88 at the three temperatures, with mean 13.9. Since $\beta$ contains $\eta_c^3$, its relative standard error is three times that of $\eta_c$, or about 2 to 3 per cent at each temperature. The results agree with 13.8 within that scatter.

Kirchhoff's equations were also solved for three samples, with bond conductances $\exp(-\eta_{ij})$, keeping only bonds with exponents below $1.2\,(T_0/T)^{1/3}$. The mean of $\ln G+\eta_c$ was 0.14, 0.12 and 0.13 at 50, 100 and 200 K, where $G$ is in units of a bond with $\eta_{ij}=0$. The conductance of this truncated network therefore follows $\exp(-\eta_c)$ closely. The omitted bonds add parallel paths. They raise $G$ by a factor approaching two at 200 K but only by about 1.2 at 50 K, so the near-constant offset is partly a result of the truncation. In a fit with constant prefactor, this difference alone would raise the apparent $T_0$ by roughly 20 per cent and lower the extracted $\xi$ by roughly 10 per cent. The result supports the leading exponential but does not fix the prefactor. These calculations test the percolation argument. They take the bond exponent of part (a) as given, even for sites within about $k_BT$ of the Fermi level, where that high-energy form is only approximate. The resulting error in $\xi$ is not included here. It can be as large as the effect of the omitted bonds and of opposite sign.

For the single-hop estimate, let a disc of radius $r$ contain about one state in an energy interval $W$, so that $\pi r^2gW=1$. Using $W$ as the energy cost,

$$\eta(r)=\frac{2r}{\xi}+\frac{1}{\pi r^2gk_BT}.$$

A longer hop tunnels less easily but offers a closer match in energy. At the minimum,

$$\frac{d\eta}{dr}=\frac2\xi-\frac{2}{\pi r^3gk_BT}=0
\quad\Rightarrow\quad r^3=\frac{\xi}{\pi gk_BT}.$$

Hence $1/(\pi gk_BT)=r^3/\xi$, and the second term of $\eta$ equals $r/\xi$. The sum is $\eta=3r/\xi$, so

$$\eta^3=\frac{27r^3}{\xi^3}=\frac{27}{\pi gk_BT\xi^2}.$$

The power of temperature is the same, but $\beta=27/\pi=8.59$. The same $T_0$ and $g$ would then give $\xi=1.58$ nm, about 21 per cent below the percolation value. The number $27/\pi$ depends on the convention $\pi r^2gW=1$. Counting states in $-W<E<W$ would halve it, and requiring one neighbour below $\eta$ for a site at the Fermi level, with the bond exponent of part (a), gives $6/\pi=1.9$. These estimates lie below 13.8, as expected, since one good hop does not ensure a connected path across the sample. A quoted $\xi$ should therefore come with its value of $\beta$.

## Part (e): hopping scales and field

**Question.** Find $r_{\max}$, $E_{\max}$ and the local activation energy. Is the channel two-dimensional for hopping if it is 0.65 nm thick? Is a drain bias of 0.1 V across 1000 nm small enough?

**Answer.** At 100 K, $\eta_c=10.0$, so

$$r_{\max}=\frac{2.0\times10.0}{2}=10\ \mathrm{nm},\qquad
E_{\max}=k_BT\eta_c=86\ \mathrm{meV}.$$

From 50 to 200 K, $r_{\max}$ falls from 12.6 to 7.9 nm and $E_{\max}$ rises from 54 to 137 meV. These are upper limits for bonds in the critical network, not typical values. A bond of length $r_{\max}$ would have no exponent left for an energy cost.

Let $b=1/(k_BT)$, so that $(T_0/T)^{1/3}=(k_BT_0b)^{1/3}$. The local activation energy is

$$E_a=-\frac{d\ln\sigma}{db}
=\frac13(k_BT_0)^{1/3}b^{-2/3}
=\frac13k_BT_0^{1/3}T^{2/3}=\frac{E_{\max}}3.$$

It is 28.7 meV at 100 K and tends to zero as $T\to0$: colder electrons use a narrower energy band and longer hops. In this model the conductivity grows between 50 and 200 K by $\exp(12.60-7.94)\simeq106$.

Over this range $r_{\max}$ is 12 to 19 times the thickness. Even a hop of half that length would be 6 to 10 times the thickness, which supports the two-dimensional count of sites.

For a uniform field, $F=0.1\ \mathrm V/1000\ \mathrm{nm}=0.001\ \mathrm{MV/cm}$. The energy gained over the longest hop, relative to $k_BT$, is $eFr_{\max}/(k_BT)=0.29$ at 50 K, 0.12 at 100 K and 0.05 at 200 K. These ratios use the average field. In the network the voltage falls mainly across the bonds near $\eta_c$, which lie further apart than one hop, so the energy gained across such a bond can exceed this estimate. The bias is therefore not safely small at 50 K, and at the higher temperatures too the linearity should be checked by lowering the bias. A tenfold smaller bias would reduce each ratio tenfold.

## Part (f): a temperature-dependent prefactor

**Question.** Suppose that the true conductivity is $(A/T)\exp[-(T_0'/T)^{1/3}]$, with $A$ constant, but the data were fitted with a constant prefactor. What are $T_0'$ and $\xi$?

**Answer.** Let $x=T^{-1/3}$. Then $1/T=x^3$, and

$$\ln\sigma=\ln A+3\ln x-(T_0')^{1/3}x,
\qquad \frac{d\ln\sigma}{dx}=\frac3x-(T_0')^{1/3}.$$

A fit with constant prefactor identifies the average slope with $-T_0^{1/3}$. With $\bar x$ a representative value in the fit range,

$$(T_0')^{1/3}\simeq T_0^{1/3}+\frac{3}{\bar x}.$$

Here $T_0^{1/3}=46.4\ \mathrm{K^{1/3}}$, and $x$ runs from 0.17 to $0.27\ \mathrm{K^{-1/3}}$. Taking $\bar x\simeq0.21\ \mathrm{K^{-1/3}}$ gives

$$(T_0')^{1/3}\simeq46.4+14.3=60.7\ \mathrm{K^{1/3}},$$

or $T_0'\simeq2.2\times10^5$ K. A least-squares calculation with 16 equally spaced temperatures also gives $2.2\times10^5$ K, and $\xi=1.35$ nm.

The value 2.0 nm would then be too large by almost half, relative to 1.35 nm. The correction is large because $3/\bar x$ is not small beside $T_0^{1/3}$. If the prefactor is known to vary as $1/T$, one should fit $\ln(T\sigma)$ against $T^{-1/3}$. Part (a) supplies one factor $1/T$, but phonon rates and the network may add other powers, so this case measures a sensitivity and is not a universal correction.

## Part (g): when does the extraction fail?

**Question.** Estimate the energy range in which Coulomb interactions invalidate a constant $g$, for thick substrates of relative permittivity 20 and 3.9 with air above and no gate screening. Then consider a mobility edge 0.15 eV from the Fermi level.

**Answer.** States within an energy range $\Delta$ have a typical spacing $R=(g\Delta)^{-1/2}$. Moving an electron between such states leaves a hole behind, and their attraction has magnitude $C/R$, where

$$C=\frac{e^2}{4\pi\epsilon_0\kappa},\qquad \kappa=\frac{\epsilon_r+1}{2}.$$

The mean permittivity $\kappa$ applies to charges at the plane between two thick media. The polarisability of the channel layer itself, which weakens the interaction at short distances, is neglected. Interactions matter when $C/R$ reaches $\Delta$:

$$\Delta=C(g\Delta)^{1/2}
\quad\Rightarrow\quad \Delta^{1/2}=Cg^{1/2}
\quad\Rightarrow\quad \Delta=gC^2.$$

This is an order-of-magnitude estimate of the Coulomb gap, the depletion of states around the Fermi level. The Mott analysis requires $E_{\max}\gg\Delta$. Setting $E_{\max}=k_BT_0^{1/3}T^{2/3}=\Delta$ gives the temperature at which the two are equal:

$$T_\Delta=\frac{(\Delta/k_B)^{3/2}}{T_0^{1/2}}.$$

For $\epsilon_r=20$, $\kappa=10.5$ and $\Delta\simeq7.5$ meV. This is 14 per cent of $E_{\max}$ at 50 K, and $T_\Delta\simeq3$ K. The hopping band is thus wider than the gap throughout the fit range, but this alone does not make a constant $g$ accurate. The gap removes the states nearest the Fermi level, which offer the easiest hops, and their loss raises $\eta_c$ more at 50 K than at 200 K. The fitted $T_0$ is then too large and the extracted $\xi$ too small. If the gap stayed open over the whole fit range, the error in $\xi$ could be tens of per cent.

For $\epsilon_r=3.9$, $\kappa=2.45$ and $\Delta\simeq140$ meV, with $T_\Delta\simeq200$ K. The estimated gap is as large as the hopping band at the top of the fit range and larger below it. The assumption behind the formula fails, and 2.0 nm cannot be defended for that unscreened case. A nearby gate would weaken the long-range interaction, but its effect is not calculated here.

Excitation to the mobility edge has exponent $0.15\ \mathrm{eV}/(k_BT)$. It equals the hopping exponent when $E_{\max}=0.15$ eV, at 230 K. The range below this is not automatically safe. At 200 K the band exponent is $7.94\times150/136.8=8.71$, against 7.94 for hopping. With equal prefactors, band conduction would be $\exp(-0.77)\simeq0.46$ of the hopping part. At 100 K the exponents are 17.4 and 10.0, and the ratio is about $6\times10^{-4}$. For this edge the fit should stop well below 200 K, and lower still if the band prefactor is larger. At 300 K, $E_{\max}=179$ meV exceeds the distance to the edge, so room temperature lies outside the model.

The parameters are meant to lie in the rough regime of a strongly disordered monolayer MoS$_2$ transistor channel. The thickness of 0.65 nm is a rough value for that layer, and a permittivity near 20 is a rough value for a high-permittivity gate oxide; 3.9 represents silicon dioxide. In a real channel $g$ and $\xi$ can vary with energy, and so with gate voltage. For the numbers used here, a $1/T$ prefactor alone moves $\xi$ from 2.0 to 1.35 nm, while an unscreened silicon-dioxide substrate removes the basis for the extraction. The result is thus a length of about 2 nm, conditional on a constant prefactor, an independently known $g$, a negligible effect of the Coulomb gap, negligible band conduction in the fit range and a bias low enough for a linear response. It also assumes that each hop needs only one phonon. The highest phonon energy of MoS$_2$ is roughly 60 meV, below $E_{\max}=86$ meV at 100 K. The assumption may therefore fail for the hops with the largest energy differences already at 100 K, and for more of them near 200 K.

## Calculated quantities

```
Mott temperature T0 = 1e+05 K, prefactor beta = 13.8
density of states g = 4e+13 1/(eV cm^2)
g in SI = 2.497e+36 1/(J m^2)
kB*T0 = 1.381e-18 J = 8.6173 eV
xi squared = 4.004e-18 m^2
localisation length xi = 2.001e-09 m = 2.001 nm
rate decay length xi/2 = 1.000 nm
xi if g is multiplied by 0.5 = 2.83 nm
xi if g is multiplied by 2.0 = 1.41 nm
single-hop prefactor 27/pi = 8.594, xi = 1.58 nm
network: box 300 nm, 12 samples, mean sites 11819
network 50 K: eta_c = 12.624 +- 0.082, formula 12.599
  beta = 13.88, mean ln(G)+eta_c = 0.14 (3 samples)
network 100 K: eta_c = 10.052 +- 0.094, formula 10.000
  beta = 14.02, mean ln(G)+eta_c = 0.12 (3 samples)
network 200 K: eta_c = 7.952 +- 0.047, formula 7.937
  beta = 13.88, mean ln(G)+eta_c = 0.13 (3 samples)
network power of T = -0.3334, mean beta = 13.92
50 K: eta = 12.60, r_max = 12.60 nm, E_max = 54.3 meV
  e*F*r_max/(kB*T) = 0.293, r_max/thickness = 19.4
100 K: eta = 10.00, r_max = 10.00 nm, E_max = 86.2 meV
  e*F*r_max/(kB*T) = 0.116, r_max/thickness = 15.4
200 K: eta = 7.94, r_max = 7.94 nm, E_max = 136.8 meV
  e*F*r_max/(kB*T) = 0.046, r_max/thickness = 12.2
300 K: eta = 6.93, r_max = 6.94 nm, E_max = 179.2 meV
  e*F*r_max/(kB*T) = 0.027, r_max/thickness = 10.7
sigma(200 K)/sigma(50 K) = 106
activation energy at 100 K = 28.7 meV
fit range = 50 to 200 K
with 1/T prefactor: true T0 = 2.2e+05 K, xi = 1.35 nm
high-permittivity: eps = 20.0, kappa = 10.50, gap = 7.5 meV
  E_max equals this gap at T = 2.6 K
silicon dioxide: eps = 3.9, kappa = 2.45, gap = 138.2 meV
  E_max equals this gap at T = 203.0 K
mobility edge distance = 0.15 eV, crossover = 230 K
drain bias = 0.1 V, channel length = 1000 nm
drain field F = 0.0010 MV/cm
layer thickness = 0.65 nm
```
